When the zero order of a thin attenuated mask vanishes

Q: An attenuated mask transmits light everywhere: fully through its openings, weakly through its background. I am told that its average transmission can nevertheless be zero. How can an average of transmitted light vanish if no part of the mask is dark?

A: It depends on what is averaged. The intensity is nowhere negative, so its average cannot vanish here. The amplitude has a sign, and the background of this mask is made to shift the light by half a cycle relative to the openings. Half a cycle is a factor of -1, so the two regions contribute with opposite signs.

Let a plane wave of unit amplitude fall on the mask at normal incidence. In the thin-mask model the mask multiplies the wave by a factor M that depends on position alone:

M = 1 in the openings

M = -t in the background, with 0 < t ≤ 1

The pattern repeats with period p, and the openings take up a fraction w of each period, with 0 ≤ w ≤ 1. The claim concerns the average of M.

Q: Masks are specified by the intensity that the background lets through. Is that your t?

A: No. Intensity is the squared magnitude of the amplitude. If the background passes a fraction T of the intensity, then

T = t², so t = √T

For a background that passes 6 per cent, T = 0.06 and t = 0.24495. The background is much weaker than the openings in intensity, but its amplitude is nearly a quarter of theirs.

Q: Why should I care about the average of an amplitude? No detector measures it.

A: It is the amplitude of the wave that continues straight ahead, and a detector placed in that wave does measure its square. Just behind the mask the field is M(x), which is periodic, so it can be written as a Fourier series:

M(x) = Σ_m T_m exp(2πimx/p)

Term m is called diffraction order m. If it varies along the mask more slowly than one cycle per wavelength, it is the trace, on the mask plane, of a plane wave with its own direction. If it varies faster, it belongs to a wave that fades away close to the mask. To isolate one coefficient, multiply by exp(-2πinx/p) and average over a period. The average of exp[2πi(m-n)x/p] is 1 for m = n and 0 otherwise, because in the second case the exponential runs through a whole number of cycles. Hence

T_n = (1/p) ∫ M(x) exp(-2πinx/p) dx, over one period

For n = 0 the exponential is 1, and T_0 is the plain average of M. The term m = 0 does not vary along x, so it is the undeflected wave. "Zero average transmission" therefore means that the zero diffraction order is absent.

Q: Then compute it. At which opening fraction does it vanish?

A: A fraction w of the period has the value 1 and the remaining fraction 1-w has the value -t. The average is

T_0 = w·1 + (1-w)(-t)

T_0 = w - t + tw

T_0 = (1+t)w - t

Setting this to zero gives (1+t)w = t. Since 1+t is positive, we may divide by it:

w* = t/(1+t)

Q: That shows where a zero may lie. The claim says "exactly when". Might another w also work?

A: Take the factor 1+t out of the average:

T_0 = (1+t)[w - t/(1+t)] = (1+t)(w - w*)

The first factor is never zero, so the product vanishes if w = w* and for no other w. The fraction w* is also one that can be made: it is positive, and because t ≤ 1 it is at most 1/2.

The ends of the range make sense. For a nearly opaque background, t is small and w* ≈ t, so a small opening is enough to balance a weak background. For t = 1 both regions transmit equally strongly, and w* = 1/2: equal areas cancel.

In the example, with a period of 400 nm,

w* = 0.24495/1.24495 = 0.19675

width = 0.19675 × 400 nm = 78.70 nm

All lengths here are at wafer scale, meaning that the reduction by the projection lens has already been divided out. Whether an order fades away close to the mask, however, depends on the larger period on the mask itself.

Q: What if I put the quoted 0.06 into the formula in place of t?

A: You would get w = 0.06/1.06 = 0.0566, and the zero order would not vanish. The true amplitude is still t = 0.24495, so

T_0 = 1.24495 × (0.0566 - 0.19675) = -0.174

The negative sign says that the background wins, because the opening is far too small to balance it.

Q: You have assumed lines. Contact holes are two-dimensional. Does the formula need a shape factor?

A: No. In two dimensions the zero order is the average of M over the area of the unit cell. That average again has two parts, the open area times 1 and the remaining area times -t. With w read as the open fraction of the area, the algebra is the same.

For a circular hole of radius r in a square cell of side p, the fraction is πr²/p². The null needs

r = p √(w*/π) = 400 nm × √(0.19675/π) = 100.1 nm

This is less than half the cell side, so the circle fits. The shape does affect the other orders, because their exponentials weight different places differently.

Q: If the straight wave has gone, has the mask absorbed the light?

A: The background absorbs or reflects some of it, but the cancellation itself destroys nothing. Compare the average intensity just behind the mask:

average of |M|² = w·1² + (1-w)t²

At the null, 1-w* = 1/(1+t). Therefore

average of |M|² = t/(1+t) + t²/(1+t)

average of |M|² = t(1+t)/(1+t) = t

So the average of |M|² at the null equals the background amplitude, as a number: 0.245, where a clear mask has 1. The same average can be found from the orders. Insert the Fourier series for M and for its complex conjugate. Averaging removes all products of different orders, for the reason given above, and leaves

average of |M|² = Σ_m |T_m|²

This is Parseval's theorem. Since T_0 = 0, the whole of the 0.245 is in the orders with m ≠ 0. It is not exactly the share of the power that travels on, because it includes high orders that fade away close to the mask and takes no account of the oblique directions of the others.

Q: How much of it goes into the first orders, which a lens might collect?

A: Write the mask as a uniform background plus a correction in the openings. The correction must lift -t to 1, so its height is 1+t:

M(x) = -t + (1+t)B(x)

Here B is 1 in the opening and 0 elsewhere. For m ≠ 0 the constant -t averages to zero against the exponential. Put the centre of the opening at x = 0, so that it extends from -wp/2 to wp/2. Then

T_m = [(1+t)/p] ∫ exp(-2πimx/p) dx, from -wp/2 to wp/2

The sine part of the exponential is odd and integrates to zero. The cosine part gives

∫ cos(2πmx/p) dx = [p/(2πm)]·2 sin(πmw) = p sin(πmw)/(πm)

and so

T_m = (1+t) sin(πmw)/(πm), for m ≠ 0

Changing m to -m changes the sign of both sine and denominator, so T_-1 = T_1. In the example at the null,

T_1 = 1.24495 × sin(0.19675π)/π = 0.22965

The two first orders together hold a share

2T_1²/t = 2 × 0.22965²/0.24495 = 0.43

of the average intensity behind the mask. The other 57 per cent is in orders with |m| ≥ 2.

Q: I want to print one line of light per period. What does the lens make of a mask without a zero order?

A: We need to know which orders it collects. At wafer scale, order m converges on the wafer at an angle θ_m with

sin θ_m = mλ/p

The lens accepts orders whose |sin θ_m| does not exceed its numerical aperture. Take a wavelength λ = 193 nm and a numerical aperture of 0.80. The first orders have a sine of 193/400 = 0.4825 and pass. The second orders have a sine of 0.965 and are stopped, as are all higher ones.

Assume further that the lens is in focus and free of aberrations, that it passes the accepted orders with equal weight, and that the field may be treated as a scalar. The last assumption is harmless here if the electric field is parallel to the lines, because it then has the same direction in both inclined beams. For the other polarization the directions differ, and the contrast between bright and dark places is lower than calculated here. The image amplitude is then

A(x) = T_0 + T_1 exp(2πix/p) + T_-1 exp(-2πix/p)

A(x) = T_0 + 2T_1 cos(2πx/p)

and the image intensity is I(x) = A(x)². At the null,

I(x) = 4T_1² cos²(2πx/p)

I(x) = 2T_1² [1 + cos(4πx/p)]

where cos²a = (1 + cos 2a)/2 has been used. The last cosine repeats after p/2. The mask has a period of 400 nm and the image has a period of 200 nm.

Q: So I get two bright lines per period where the mask has one opening?

A: Yes. One lies at the image of the opening, x = 0, and the other midway between openings, x = p/2. Both have the height

4T_1² = 4 × 0.22965² = 0.211

relative to the image of a clear mask. At x = p/2 the amplitude is -2T_1, and squaring removes the sign. A resist that responds to intensity alone cannot tell the two lines apart. If the exposure is high enough to print the wanted line, it prints the unwanted one as well. This equality is derived for light at normal incidence. If the light is tilted across the lines by a sine of more than 0.965 - 0.80 = 0.165, a second order enters the lens and the two heights differ. A source with a wide spread of angles contains such light.

Q: Then the null is something to avoid in this case. Does a slightly wider opening help?

A: It does, and the effect can be traced to T_0. At the two places the amplitudes are T_0 + 2T_1 and T_0 - 2T_1. The difference of their squares is

I(0) - I(p/2) = (T_0 + 2T_1)² - (T_0 - 2T_1)²

The squares T_0² and 4T_1² cancel, and the cross terms add:

I(0) - I(p/2) = 8 T_0 T_1

For 0 < w < 1, T_1 is positive. The two heights are therefore equal if and only if T_0 = 0. A wider opening makes T_0 positive and favours the wanted line. A narrower one makes T_0 negative, and then the line midway between openings is the brighter of the two.

Widen the opening by 10 nm, to 88.70 nm. The fraction rises by 10/400 = 0.025 to 0.22175, and

T_0 = 1.24495 × 0.025 = 0.0311

T_1 = 1.24495 × sin(0.22175π)/π = 0.2543

I(0) = (0.0311 + 0.5086)² = 0.291

I(p/2) = (0.0311 - 0.5086)² = 0.228

The wanted line is now 28 per cent brighter than the unwanted one. A zero order of only 0.0311 has this effect because it enters through its product with T_1, not through its own square, which is about 0.001.

Q: The unwanted line has become brighter too. It was 0.211 before.

A: That is so. Widening the opening also raises T_1, from 0.2297 to 0.2543. At x = p/2 the magnitude of the amplitude is 2T_1 - T_0, and over this step 2T_1 grows by 0.049 while T_0 grows by 0.031. The contrast between the lines improves although both get brighter.

With further widening the amplitude at x = p/2 does reach zero. This needs T_0 = 2T_1, or, after division by 1+t,

w - w* = (2/π) sin(πw)

At w = w* the left side is zero and the right side is positive. At w = 1 the left side is positive and the right side is zero. Both sides are continuous, so they meet somewhere in between. There the intensity midway between the openings vanishes, within this three-beam image. In the example this takes w = 0.705, or a width of 282 nm, which is far more than a slight widening.

Q: Real illumination is often tilted. Does the null survive?

A: The null does, in the thin-mask model. A tilted wave has the form exp(iqx) on the mask plane, where q measures the tilt. The mask multiplies it by the same M(x):

exp(iqx) M(x) = Σ_m T_m exp[i(q + 2πm/p)x]

The sines of all the angles shift by the same amount, but the coefficients do not change. The wave that continues undeflected still has the amplitude T_0, which is zero at w*.

The image can change completely. With the aperture of 0.80 used above, at least three orders pass whenever the undeflected wave does, provided that the light is tilted only in the plane perpendicular to the lines. Take instead an aperture of 0.60 and a tilt that places the zero order and one first order symmetrically about the lens axis, at sines of ±0.241. The next orders lie at ±0.724, so the lens passes these two orders and nothing else. Away from the null, and for 0 < w < 1, these two beams interfere and form fringes. At the null one of them is missing. The image amplitude is then a single plane wave, and its intensity is T_1² everywhere. The pattern has disappeared. So the absence of the zero order doubles the lines in one arrangement and erases them in the other.

Q: You rely on a shift of exactly half a cycle. Suppose that the background misses it by 10 degrees.

A: Let the phase error be φ, so that the background amplitude is -t exp(iφ). The average becomes

T_0 = w - t(1-w) exp(iφ)

First keep the old width. At w* we have t(1-w*) = t/(1+t) = w*, so

T_0 = w* [1 - exp(iφ)]

The squared magnitude of the bracket is (1 - cos φ)² + sin²φ = 2 - 2 cos φ = 4 sin²(φ/2). Hence

|T_0| = 2w* |sin(φ/2)|

For φ = 10 degrees this is 2 × 0.19675 × sin 5° = 0.0343. That is slightly more than the zero order produced by widening the opening by 10 nm, though here it is nearly imaginary, whereas there it was real. The effect on the image is therefore much smaller. In focus only the part of T_0 that is in phase with T_1 separates the two heights, and they become 0.213 and 0.209, less than 2 per cent apart.

Q: Then I shall adjust the width again until the zero order is gone.

A: No width will do it. The imaginary part of T_0 is

Im T_0 = -t(1-w) sin φ

If sin φ is not zero, this vanishes only at w = 1, where there is no background left and T_0 = 1. If sin φ = 0, either φ is a multiple of a full cycle and we are back at the original mask, or φ is half a cycle away from that. In the second case the background is +t, and T_0 = w + t(1-w) is positive for every w. A zero thus requires both the correct phase and the correct fraction.

Q: What is the best that the width can achieve?

A: Take the squared magnitude and collect powers of w:

|T_0|² = w² + t²(1-w)² - 2tw(1-w) cos φ

|T_0|² = D w² - 2t(t + cos φ) w + t²

D = 1 + t² + 2t cos φ

For a small phase error D is positive, so this is a parabola that opens upward. Its derivative, 2Dw - 2t(t + cos φ), vanishes at

w_b = t(t + cos φ)/D

Putting w_b back gives

|T_0|² = t² - t²(t + cos φ)²/D

|T_0|² = t² [1 + t² + 2t cos φ - t² - 2t cos φ - cos²φ]/D

|T_0|² = t² sin²φ/D

and therefore the smallest magnitude is t|sin φ|/√D. This holds as long as w_b lies between 0 and 1, which is the case for small φ.

For 10 degrees the best fraction is 0.19529, or a width of 78.12 nm, and the smallest magnitude is 0.03425. Before the adjustment it was 0.03430. The gain is negligible.

Q: Why is it so small?

A: For small φ, in radians, the value at the old width is 2w* sin(φ/2) ≈ w*φ. The best value is t sin φ/√D ≈ tφ/(1+t), which is also w*φ. The two agree to first order in φ. In the complex plane, the phase error moves T_0 off the real axis, while a change of width moves it almost parallel to that axis. The one cannot undo the other.

Q: Where does the thin-mask model itself stop being safe?

A: Where a factor fixed by the local material no longer describes the transmitted field. A real background layer has a thickness, and the openings have side walls. Light near a wall is diffracted inside the structure, so the field behind an opening need not be uniform or have the amplitude 1. It can also depend on the polarization and on the angle of incidence. At normal incidence the zero order is still the average of the transmitted field, but that average can no longer be read from the areas and the two nominal amplitudes.

If the field can still be described by one effective amplitude and phase for the background, relative to the openings, and by an effective open fraction, the formulas for T_0 apply to those effective values, apart from a common factor for the amplitude in the openings. The example lies in this regime: with a fourfold reduction its opening is about 315 nm wide on the mask, only 1.6 wavelengths, so the widths quoted above are values of the thin-mask model and can be off by several nanometres at wafer scale for a real film. The drawn width at the null can thus differ from w*p, by an amount that depends on the polarization, and an effective phase error that does not change with the width leaves a residue that no width removes. If no such description is adequate, the zero order has to be computed from Maxwell's equations for the actual structure.
